# The gap edge and square-root power law in imaginary-time Green functions

**Question**

I am practising on a model of a half-filled insulator before I try real DMFT data. The spectral function consists of two semicircular bands, each of weight $1/2$ and half-width $D$, with an empty region from $-\Delta$ to $\Delta$ around the chemical potential. I chose $\Delta=0.5\,D$ and inverse temperature $\beta=80/D$, and computed $G(\tau)$ from the spectrum.

I was told that at intermediate $\tau$ the slope of $\ln(-G(\tau))$ gives the gap edge. The plot does look nearly straight, but a line through the points at $\tau=10/D$ and $20/D$ falls with slope $0.602\,D$, and the local slope at $20/D$ is $0.574\,D$. Neither is $0.5\,D$. At larger $\tau$ the slope keeps changing, and near $\beta/2$ it drops quickly.

I have also read that a square-root band edge puts a power of $\tau$ in front of the exponential. Where does it come from, what is its coefficient, and how do I get $\Delta$ from the curve?

**Answer**

Your numbers are right, and the rule you were told needs a correction. The slope approaches the edge only slowly, and the power law you ask about is the reason. I set $\hbar=k_B=1$, measure energies from the chemical potential, and take $0<\tau<\beta$.

**From the spectrum to $G(\tau)$**

The definition is $G(\tau)=-\langle c(\tau)c^\dagger\rangle$ with $c(\tau)=e^{\tau H}ce^{-\tau H}$, where $H$ includes the chemical-potential term. Insert energy eigenstates $|m\rangle$, $|n\rangle$ in the thermal trace, with partition function $Z$:

$$-G(\tau)=\frac1Z\sum_{mn}e^{-\beta E_m}\,|\langle n|c^\dagger|m\rangle|^2\,e^{-\tau(E_n-E_m)} .$$

The spectral function is

$$A(\omega)=\frac1Z\sum_{mn}\left(e^{-\beta E_m}+e^{-\beta E_n}\right)|\langle n|c^\dagger|m\rangle|^2\,\delta(\omega-E_n+E_m).$$

Under the delta function $E_n=E_m+\omega$, so the bracket equals $e^{-\beta E_m}(1+e^{-\beta\omega})$. Dividing by the last factor gives the weight needed in $G$:

$$-G(\tau)=\int d\omega\,A(\omega)\,\frac{e^{-\tau\omega}}{1+e^{-\beta\omega}} .$$

Now split the integral at $\omega=0$. In the negative part replace $\omega$ by $-\omega$ and use

$$\frac{e^{\tau\omega}}{1+e^{\beta\omega}}=\frac{e^{-(\beta-\tau)\omega}}{1+e^{-\beta\omega}} .$$

Your spectrum is symmetric, $A(-\omega)=A(\omega)$, and starts at $\omega=\Delta$. The denominators therefore lie between $1$ and $1+e^{-\beta\Delta}$. Setting them to $1$ makes a relative error in $-G$ of at most $e^{-\beta\Delta}$, about $4\times10^{-18}$ for your parameters. Thus

$$-G(\tau)\simeq F(\tau)+F(\beta-\tau),\qquad F(\tau)=\int_\Delta^\infty d\omega\,A(\omega)e^{-\tau\omega}.$$

The first term describes adding an electron, the second adding a hole. Consider the first alone for now.

**The prefactor of a square-root edge**

Let $x=\omega-\Delta$ be the energy above the edge, and suppose that near it

$$A(\Delta+x)=C\sqrt{x}\,\left(1+ax+\dots\right).$$

Then $F(\tau)=e^{-\Delta\tau}\int_0^\infty dx\,A(\Delta+x)e^{-x\tau}$. Spectrum beyond some fixed $x_0$ contributes at most $e^{-x_0\tau}$ to this integral, since the total weight is $1$. At long $\tau$ that is negligible against any power of $1/\tau$. We may therefore use the edge expansion, and for the same reason extend its integrals to infinity.

Substitute $x=u/\tau$. The measure gives $1/\tau$ and the square root gives $1/\sqrt\tau$:

$$\int_0^\infty dx\,\sqrt{x}\,e^{-x\tau}=\tau^{-3/2}\int_0^\infty du\,\sqrt{u}\,e^{-u}=\tau^{-3/2}\,\Gamma(3/2).$$

For the remaining number put $u=v^2$ and integrate by parts:

$$\Gamma(3/2)=\int_0^\infty v\,(2v\,e^{-v^2})\,dv=\left[-v\,e^{-v^2}\right]_0^\infty+\int_0^\infty e^{-v^2}dv=\frac{\sqrt\pi}{2}.$$

The term with $ax$ has one more power of $x$, so it gives $a\,\tau^{-5/2}\,\Gamma(5/2)$, and $\Gamma(5/2)=\tfrac32\Gamma(3/2)$. Together,

$$F(\tau)=\frac{\sqrt\pi}{2}\,C\,\tau^{-3/2}e^{-\Delta\tau}\left[1+\frac{3a}{2\tau}+\dots\right].$$

The factor $e^{-x\tau}$ admits only states within roughly $1/\tau$ of the edge. As $\tau$ grows, this range shrinks and the density of states inside it falls too, which together give $\tau^{-3/2}$.

**What the slope measures**

Define the positive slope $S=-d\ln(-G)/d\tau$, and let $S_0=-F'/F$ be its electron part. Differentiating $e^{-\tau\omega}$ brings down $\omega=\Delta+x$, so

$$S_0(\tau)=\Delta+\langle x\rangle,\qquad \langle x\rangle=\frac{\int dx\,x\,A(\Delta+x)e^{-x\tau}}{\int dx\,A(\Delta+x)e^{-x\tau}} .$$

The slope is an average energy, not the lowest energy. For a continuous band $\langle x\rangle>0$, so $S_0$ lies above $\Delta$ at every finite $\tau$. Its size follows from the same integrals, with $\Gamma(7/2)=\tfrac52\Gamma(5/2)$ in the numerator:

$$\langle x\rangle=\frac{\Gamma(5/2)\,\tau^{-5/2}\left(1+\frac{5a}{2\tau}\right)}{\Gamma(3/2)\,\tau^{-3/2}\left(1+\frac{3a}{2\tau}\right)}=\frac{3}{2\tau}\left(1+\frac{a}{\tau}+\dots\right).$$

Hence

$$S_0(\tau)=\Delta+\frac{3}{2\tau}+\frac{3a}{2\tau^2}+\dots$$

The leading excess is the mean energy $\tfrac32T_{\rm eff}$ of a classical gas with a square-root density of states, with $1/\tau$ in the role of the temperature $T_{\rm eff}$.

Differentiating once more gives $dS_0/d\tau=-(\langle x^2\rangle-\langle x\rangle^2)$, minus a variance. The slope therefore falls steadily. A plot of $\ln(-G)$ that looks straight is still slightly curved.

**Your semicircles**

The upper band is centred at $\Delta+D$, so

$$A(\Delta+x)=\frac{\sqrt{D^2-(x-D)^2}}{\pi D^2}=\frac{\sqrt{2Dx-x^2}}{\pi D^2}=\frac{\sqrt{2D}}{\pi D^2}\sqrt{x}\,\sqrt{1-\frac{x}{2D}} .$$

Expanding the last root gives $1-x/(4D)$. Hence $C=\sqrt{2D}/(\pi D^2)$ and $a=-1/(4D)$, and the leading prefactor is

$$K=\frac{\sqrt\pi}{2}\,C=\frac{1}{\sqrt{2\pi}\,D^{3/2}}=0.399\,D^{-3/2}.$$

At $\tau=20/D$ the slope formula gives, in units of $D$,

$$S_0=0.5+\frac{1.5}{20}-\frac{3}{8\cdot 20^2}=0.5+0.0750-0.0009=0.5741,$$

against $0.5740$ from the full integral. This is your $0.574$.

A straight line between $\tau_1$ and $\tau_2$ picks up the logarithm of the power law:

$$\frac{\ln(-G(\tau_1))-\ln(-G(\tau_2))}{\tau_2-\tau_1}\simeq\Delta+\frac32\,\frac{\ln(\tau_2/\tau_1)}{\tau_2-\tau_1}.$$

For $10/D$ and $20/D$ the excess is $1.5\ln2/10=0.104$, which predicts $0.604\,D$. The computed line has $0.602\,D$. So your line overestimates the edge by about 20 per cent of $\Delta$, even though both points lie in a good range of $\tau$.

**Where the useful range ends**

Let $r=F(\beta-\tau)/F(\tau)$ be the ratio of hole part to electron part. The hole part grows with $\tau$, so its derivative has the opposite sign:

$$S=\frac{S_0(\tau)F(\tau)-S_0(\beta-\tau)F(\beta-\tau)}{F(\tau)+F(\beta-\tau)}=\frac{S_0(\tau)-r\,S_0(\beta-\tau)}{1+r}.$$

Adding and subtracting $r\,S_0(\tau)$ in the numerator gives

$$S=S_0(\tau)-\frac{r}{1+r}\left[S_0(\tau)+S_0(\beta-\tau)\right],\qquad r\simeq\left(\frac{\tau}{\beta-\tau}\right)^{3/2}e^{-(\beta-2\tau)\Delta}.$$

"Intermediate $\tau$" therefore means two things: $D\tau\gg1$, so that the edge dominates the band, and $r\ll1$, so that the hole part is absent. The first condition is written for your semicircle. For a general spectrum, $D$ is replaced by the energy range over which $A$ follows $C\sqrt{x}$, and narrow structure near the edge makes that range much smaller than the bandwidth. The excess $3/(2\tau)$ and the hole part both vanish only if $\tau\to\infty$ together with $(\beta-2\tau)\Delta\to\infty$. At fixed $\beta$ this is impossible, so at least one of the two corrections always remains.

| $\tau D$ | $S/D$ | $(S-\frac{3}{2\tau})/D$ | $r$ |
|---|---|---|---|
| 5 | 0.781 | 0.481 | $1\times10^{-17}$ |
| 10 | 0.646 | 0.496 | $5\times10^{-15}$ |
| 20 | 0.574 | 0.499 | $4\times10^{-10}$ |
| 30 | 0.550 | 0.500 | $2\times10^{-5}$ |
| 35 | 0.538 | 0.495 | 0.005 |
| 38 | 0.427 | 0.388 | 0.117 |

Subtracting $3/(2\tau)$ recovers the edge to within 1 per cent of $\Delta$ at $10/D$, $20/D$ and $30/D$. At $5/D$ the band shape still matters, and at $38/D$ the hole part spoils the result.

At $\tau=\beta/2$ symmetry gives $r=1$ and $S=0$. Since $S$ starts above $\Delta$ and falls to zero, it must pass through $\Delta$ on the way. Here that happens at $\tau=36.98/D$, where $r=0.039$ and the electron slope is still $0.540\,D$. The hole part happens to cancel the excess at that point, so the agreement is no measurement of the edge.

If the spectrum is not symmetric, with edges at $\Delta_+$ and $-\Delta_-$, the two exponentials are $e^{-\tau\Delta_+}$ and $e^{-(\beta-\tau)\Delta_-}$. They are equal at $\tau=\beta\Delta_-/(\Delta_++\Delta_-)$, and you must stay well below that time to read off $\Delta_+$. The decay away from $\tau=\beta$ gives $\Delta_-$ in the same way. The full gap is $\Delta_++\Delta_-$, which in your model is $2\Delta=1.0\,D$.

**Getting the edge without assuming the power**

Suppose you trust the form $L(\tau)\equiv\ln(-G)=\ln K-\Delta\tau-p\ln\tau$ but do not know $K$ or $p$. Take three times $t$, $2t$ and $4t$. The amplitude cancels in differences:

$$L(t)-L(2t)=\Delta t+p\ln2,\qquad L(2t)-L(4t)=2\Delta t+p\ln2 .$$

Subtracting the first from the second removes $p$. Subtracting the second from twice the first removes $\Delta$:

$$\Delta=\frac{2L(2t)-L(t)-L(4t)}{t},\qquad p=\frac{2L(t)-3L(2t)+L(4t)}{\ln2}.$$

With $t=8/D$ your model has $L=-8.0883$, $-13.1020$ and $-22.1293$. The two differences are $5.0137$ and $9.0272$, so

$$\Delta=\frac{9.0272-5.0137}{8}\,D=0.502\,D,\qquad p=\frac{2(5.0137)-9.0272}{0.6931}=1.44 .$$

The deviations from $0.5\,D$ and $1.5$ come mainly from the band shape. It adds $b/\tau$ to $L$, with $b=3a/2=-3/(8D)$. Inserting this in the two formulas shifts $\Delta$ by $-b/(4t^2)=+0.0015\,D$ and $p$ by $3b/(4t\ln2)=-0.051$. The actual deviations are $+0.0017\,D$ and $-0.057$.

For real data, note the cost in accuracy. If each value of $G$ has a relative error up to $\epsilon$, the error of $\Delta$ can reach $4\epsilon/t$ and that of $p$ can reach $6\epsilon/\ln2$. Relative to the values themselves, these bounds are $4\epsilon/(\Delta t)$ and $6\epsilon/(p\ln2)$. Here, with $\Delta t=4$ and $p=3/2$, they are about $\epsilon$ and $6\epsilon$, so when $\Delta t$ is well above $1$ the power is harder to obtain than the edge. At $4t$ the signal is only $e^{-22.13}\approx2\times10^{-10}$, so the absolute error there must be smaller still. A smaller $t$ eases this but increases the band-shape error. A larger $t$ is limited by the hole part, since $4t$ must still satisfy $r\ll1$. At $4t=\beta/2$ the value $L(4t)$ gains $\ln2$, which shifts $\Delta$ by $-\ln2/t$ and $p$ by $+1$.

**Other edges, and when the method fails**

For an edge $A\simeq Cx^\alpha$ with $\alpha>-1$, the same substitution gives

$$F(\tau)\simeq C\,\Gamma(\alpha+1)\,\tau^{-(\alpha+1)}e^{-\Delta\tau},\qquad S_0\simeq\Delta+\frac{\alpha+1}{\tau}.$$

A step edge has $\alpha=0$ and an inverse-square-root edge has $\alpha=-1/2$. Computed at $\tau=20/D$ for single bands of shape $A\propto[x(2D-x)]^\alpha$, the product $\tau(S_0-\Delta)$ is $0.507$, $1.000$ and $1.480$ for $\alpha=-1/2$, $0$ and $1/2$, close to the expected $0.5$, $1$ and $1.5$. So $p=\alpha+1$ tells you the shape of the edge.

The simple rule does hold for a single sharp level at $\omega=\varepsilon$. Then $-G\propto e^{-\varepsilon\tau}$, with no power of $\tau$, and the slope is $\varepsilon$. This matters if your impurity solver uses a finite bath, because its spectrum is a set of discrete levels. Let the lowest two be a distance $\delta$ apart, with weights $w_1$ and $w_2$. The second contributes $(w_2/w_1)\,e^{-\tau\delta}$ relative to the first. Once this ratio is small, the slope settles at the lowest level, and subtracting $3/(2\tau)$ would be wrong. A level of very small weight, such as a transition out of a thermally excited state of an interacting impurity, may not reach this point before the hole part takes over. The slope then approaches the lowest level that carries appreciable weight.

The method also fails if the gap is not empty. A small weight $w$ at an energy $\omega_1$ between $0$ and $\Delta$ adds about $w\,e^{-\omega_1\tau}$, which decays more slowly than the edge contribution and overtakes it at long $\tau$ if $\beta$ is large enough. A practical check is to plot $S-3/(2\tau)$ against $\tau$. A plateau over a wide range, such as $10/D$ to $30/D$ here, supports a clean square-root edge, while a steady drift means that the assumed edge shape, the empty gap or the chosen range of $\tau$ is wrong. A short flat stretch at large $\tau$ is not enough. A step edge gives $\Delta-1/(2\tau)$, which changes by only $0.003\,D$ between $25/D$ and $30/D$ while lying about $0.02\,D$ below the edge. The numerical output below gives the values to more digits.

## Table of computed values

```
Energies in units of D, times in 1/D
half-width D = 1.0 D, edge Delta = 0.50 D, beta = 80 /D
full gap 2 Delta = 1.00 D, band centre = 1.50 D
edge coefficient C = 0.45016 D^(-3/2)
prefactor K = C sqrt(pi)/2 = 0.39894 D^(-3/2)
bound exp(-beta Delta) = 4.25e-18 (no unit)
Table: tau [1/D], -G, S [D], S-3/(2tau) [D], -G/leading, hole/electron
  5.0 2.6919e-03 0.78066 0.48066 0.91906 1.17e-17
 10.0 8.1706e-05 0.64581 0.49581 0.96121 5.23e-15
 15.0 3.7010e-06 0.59821 0.49821 0.97445 1.57e-12
 20.0 1.9864e-07 0.57401 0.49901 0.98094 4.02e-10
 30.0 7.3333e-10 0.54955 0.49955 0.98739 2.12e-05
 35.0 4.8077e-11 0.53758 0.49472 0.99377 4.63e-03
 38.0 1.0548e-11 0.42700 0.38752 1.10547 1.17e-01
|slope| at beta/2 below 1e-8 D: True
accidental crossing S = Delta at tau = 36.980 /D
hole/electron ratio at crossing = 0.0389
electron slope at crossing (series) = 0.54029 D
straight line tau = 10 to 20 /D: slope = 0.60194 D
predicted excess of straight line = 0.10397 D
edge x^(-0.5): tau (S-Delta) at tau = 20 /D: 0.5066
edge x^(+0.0): tau (S-Delta) at tau = 20 /D: 1.0000
edge x^(+0.5): tau (S-Delta) at tau = 20 /D: 1.4802
three times: 8, 16, 32 /D
ln(-G) at these times = -8.088294, -13.102035, -22.129266
extracted Delta = 0.50169 D, power p = 1.4431
predicted errors: Delta +0.00146 D, p -0.0507
```
